# B3LYP term by term, and its two VWN variants for water

## Problem

For a closed-shell molecule the B3LYP exchange-correlation energy is defined by

$$E_{xc}=E_x^{S}+a_0\left(E_x^{HF}-E_x^{S}\right)+a_x\left(E_x^{B88}-E_x^{S}\right)+E_c^{VWN}+a_c\left(E_c^{LYP}-E_c^{VWN}\right),$$

with $a_0=0.20$, $a_x=0.72$ and $a_c=0.81$. Here $S$ denotes Slater (local) exchange, $HF$ exact exchange, $B88$ the full Becke exchange including its local part, $LYP$ the Lee–Yang–Parr correlation energy and $VWN$ the Vosko–Wilk–Nusair correlation energy of the local density approximation.

The label VWN is ambiguous. One fit approximates electron-gas energies from the random-phase approximation (RPA), to within about 1.5% at $r_s=1$, $2$ and $5$ bohr; another, VWN5, is fitted to Monte Carlo energies. Both have the form

$$\varepsilon_c=A\left\{\ln\frac{x^2}{X(x)}+\frac{2b}{Q}\theta-\frac{bx_0}{X(x_0)}\left[\ln\frac{(x-x_0)^2}{X(x)}+\frac{2(b+2x_0)}{Q}\theta\right]\right\},$$

$$X(x)=x^2+bx+c,\qquad Q=\sqrt{4c-b^2},\qquad \theta=\arctan\frac{Q}{2x+b}.$$

Here $\varepsilon_c$ is the correlation energy per electron, $x=\sqrt{r_s}$, $r_s=(3/4\pi n)^{1/3}$ and $n$ is the electron density. Both fits use $A=0.0310907$. The other parameters are

- RPA fit: $x_0=-0.409286$, $b=13.0720$, $c=42.7198$;
- VWN5: $x_0=-0.10498$, $b=3.72744$, $c=12.9352$.

The algebra is in atomic units.

**(a)** Write $E_{xc}$ as a weighted sum of separate terms, and give each term explicitly.

**(b)** For one water molecule with O–H distance 0.96 angstrom and H–O–H angle 104.5 degrees, find

$$\Delta E=E(\text{RPA fit})-E(\text{VWN5}),$$

where each total energy is self-consistent.

## First estimate by scaling

The definition contains $E_c^{VWN}$ twice, with coefficients $1$ and $-a_c$. Its net weight is $1-0.81=0.19$. If the orbitals, and hence the density, are the same in both variants, all other terms cancel in the difference, and

$$\Delta E\approx 0.19\int n\,\Delta\varepsilon\,d^3r,\qquad \Delta\varepsilon=\varepsilon_c^{RPA}-\varepsilon_c^{VWN5}.$$

The gap $\Delta\varepsilon$ varies slowly with density. As $x\to0$, $X(x)\to c$, and the logarithm containing $x-x_0$ stays finite because $x_0\neq0$. Each fit therefore behaves as

$$\varepsilon_c\to A\ln x^2+\text{constant}=A\ln r_s+\text{constant}.$$

The prefactor $A$ is common to both, so the logarithm cancels and $\Delta\varepsilon$ tends to a finite constant. The computed values show how flat the gap is:

| $r_s$ (bohr) | RPA fit (eV) | VWN5 (eV) | $\Delta\varepsilon$ (eV) |
|---|---|---|---|
| 0.5 | −2.6569 | −2.0970 | −0.5599 |
| 1.0 | −2.1582 | −1.6332 | −0.5250 |
| 2.0 | −1.6997 | −1.2186 | −0.4811 |

With a nearly constant gap, the energy difference scales as the number of electrons $N$:

$$\Delta E\approx0.19\,N\,\Delta\varepsilon(\bar r_s).$$

A typical $\bar r_s$ follows from spreading $N=10$ electrons over a sphere of radius $R$. Since $r_s$ is the radius of the sphere holding one electron, $\bar r_s=R/N^{1/3}$. Taking $R$ as the bond length gives $0.96/2.15\approx0.45$ angstrom, somewhat less than one bohr. At the rounded value $\bar r_s=1$ bohr,

$$\Delta E\approx0.19\times10\times(-0.5250\ \text{eV})\approx-1.00\ \text{eV}.$$

The choice of radius is crude, but halving or doubling $\bar r_s$ moves the estimate only to $-1.06$ or $-0.91$ eV.

## Exact solution

### (a) The terms and their weights

Collect the coefficient of each energy in the definition. Slater exchange occurs three times, with coefficients $1$, $-a_0$ and $-a_x$, which gives $1-0.20-0.72=0.08$. VWN has $1-a_c=0.19$. The remaining terms occur once each. Hence

$$\boxed{E_{xc}=0.20\,E_x^{HF}+0.08\,E_x^{S}+0.72\,E_x^{B88}+0.19\,E_c^{VWN}+0.81\,E_c^{LYP}}$$

The exchange weights sum to one, as do the correlation weights. The subtraction of $E_x^S$ from $E_x^{B88}$ matters: without it the exchange weights would sum to $0.20+0.80+0.72=1.72$, and local exchange, which is also contained in $E_x^{B88}$, would carry the weight $0.80+0.72=1.52$ instead of $0.08+0.72=0.80$.

**Exact exchange.** For doubly occupied real orbitals $\phi_i$,

$$E_x^{HF}=-\sum_{ij}^{occ}(ij|ji),\qquad (ij|kl)=\iint\frac{\phi_i(\mathbf r)\phi_j(\mathbf r)\phi_k(\mathbf r')\phi_l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

In a basis with orbital coefficients $C_{\mu i}$, the density matrix is $P_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}$ and the exchange matrix is $K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\sigma\nu)$. The two factors of 2 in the density matrices give $\mathrm{Tr}(PK)=4\sum_{ij}(ij|ji)$, so

$$E_x^{HF}=-\tfrac14\mathrm{Tr}(PK).$$

The orbitals are those of the hybrid calculation itself.

**Slater exchange.**

$$E_x^S=-\frac34\left(\frac3\pi\right)^{1/3}\int n^{4/3}\,d^3r.$$

**Becke exchange.** Each spin has density $n_\sigma=n/2$. With $s=|\nabla n_\sigma|/n_\sigma^{4/3}$ and $\beta=0.0042$,

$$E_x^{B88}=E_x^S-2\beta\int n_\sigma^{4/3}\frac{s^2}{1+6\beta s\,\mathrm{arsinh}\,s}\,d^3r.$$

The factor 2 counts the two equal spins. The correction vanishes where the density gradient vanishes.

**VWN correlation.** $E_c^{VWN}=\int n\,\varepsilon_c(r_s)\,d^3r$, with one of the two parameter sets above.

**LYP correlation.** Let $g=|\nabla n|^2$, $t=n^{-1/3}$ and $C_F=\frac3{10}(3\pi^2)^{2/3}$. With $p=0.04918$, $q=0.132$, $u=0.2533$ and $v=0.349$, the closed-shell form is

$$E_c^{LYP}=-\int\left\{\frac{pn}{1+vt}+pq\,\omega\left[C_Fn^{14/3}-\frac{n^2g(3+7\delta)}{72}\right]\right\}d^3r,$$

$$\omega=\frac{e^{-ut}}{1+vt}\,n^{-11/3},\qquad \delta=ut+\frac{vt}{1+vt}.$$

**Why exact exchange enters.** Let the electron repulsion $V_{ee}$ be multiplied by $\lambda$, and let $F_\lambda$ be the minimum of $\langle T+\lambda V_{ee}\rangle$ over wave functions with a fixed density. Because the minimising wave function $\Psi_\lambda$ is stationary, $dF_\lambda/d\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle$. At $\lambda=0$, $F_0$ is the non-interacting kinetic energy $T_s$. At $\lambda=1$, $F_1=T_s+U+E_{xc}$, where $U$ is the classical Coulomb energy. Integration gives the adiabatic connection,

$$E_{xc}=\int_0^1\left(\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle-U\right)d\lambda.$$

When $\Psi_0$ is a single determinant, the integrand at $\lambda=0$ is its exact exchange energy. This motivates including a share of exact exchange; it does not fix the share at 0.20.

### (b) The energy difference, with relaxation

Let $E_R[\Phi]$ and $E_5[\Phi]$ be the total energies of a determinant $\Phi$ in the RPA-fit and VWN5 variants. For a determinant with density $n$ they differ by

$$E_R[\Phi]-E_5[\Phi]=D[n],\qquad D[n]=0.19\int n\,\Delta\varepsilon\,d^3r.$$

Let $\Phi_R$ and $\Phi_5$ be the respective minimising determinants, with densities $n_R$ and $n_5$, in the same basis and on the same integration grid. Inserting $\Phi_5$ in the RPA-fit functional cannot give an energy below its minimum:

$$E_R[\Phi_R]\le E_R[\Phi_5]=E_5[\Phi_5]+D[n_5]\quad\Rightarrow\quad\Delta E\le D[n_5].$$

Likewise, inserting $\Phi_R$ in the VWN5 functional gives

$$E_5[\Phi_5]\le E_5[\Phi_R]=E_R[\Phi_R]-D[n_R]\quad\Rightarrow\quad\Delta E\ge D[n_R].$$

Together,

$$D[n_R]\le\Delta E\le D[n_5].$$

The argument requires true minima. If a calculation settled on a higher self-consistent solution, the inequalities would no longer be guaranteed.

Restricted calculations in the def2-TZVP basis give the following weighted contributions:

| Contribution (eV) | RPA fit | VWN5 |
|---|---|---|
| $0.20\,E_x^{HF}$ | −48.6126 | −48.6097 |
| $0.08\,E_x^S$ | −17.6671 | −17.6661 |
| $0.72\,E_x^{B88}$ | −176.0255 | −176.0160 |
| $0.19\,E_c^{VWN}$ | −4.4389 | −3.4297 |
| $0.81\,E_c^{LYP}$ | −7.5062 | −7.5060 |
| $E_{xc}$ | −254.2503 | −253.2274 |
| all other terms | −1826.4129 | −1826.4268 |
| total energy | −2080.6633 | −2079.6542 |

The other terms are the kinetic, electron–nucleus, classical Coulomb and nuclear repulsion energies. Subtracting the totals,

$$\Delta E=-2080.6633-(-2079.6542)=-1.0091\ \text{eV}.$$

To the precision useful here,

$$\boxed{\Delta E=-1.009\ \text{eV}=-0.0371\ \text{hartree}}$$

The two bounds are $D[n_R]=-1.009063$ eV and $D[n_5]=-1.009048$ eV, and the separately converged energies give $-1.009056$ eV, between them. These digits resolve the small effect of relaxation within the def2-TZVP basis; they are not converged in the basis and do not express the accuracy of B3LYP for water. The total energy itself falls by about 0.1 eV in aug-cc-pVTZ and by about 0.3 eV in def2-QZVPP.

The table shows larger changes in individual terms. $E_{xc}$ falls by 1.0229 eV, while the other terms rise by about 0.014 eV. The fall of $E_{xc}$ exceeds $|D[n_R]|=1.0091$ eV by about 0.014 eV. This excess comes from the change of orbitals, and it nearly cancels against the rise of the other terms. The cancellation follows from stationarity. Adding and subtracting $E_5[\Phi_R]$ gives

$$\Delta E=D[n_R]+\left(E_5[\Phi_R]-E_5[\Phi_5]\right).$$

The bracket is the cost, in the VWN5 functional, of using a slightly wrong determinant. Since $\Phi_5$ is a minimum, this cost has no first-order part in the change of orbitals. Numerically it is $-1.009056+1.009063\approx7\times10^{-6}$ eV.

## Comparison

The scaling estimate, $-1.00$ eV, is about 1% smaller in magnitude than the self-consistent result. Its two approximations can be judged separately.

Neglecting relaxation is harmless here: the whole interval between the bounds is about $1.5\times10^{-5}$ eV wide. The error comes almost entirely from replacing the density-weighted gap by its value at one density. The actual average over $n_R$ is $-0.5311$ eV, and

$$0.19\times10\times(-0.5311\ \text{eV})=-1.009\ \text{eV}.$$

This average lies between the tabulated gaps at $r_s=0.5$ and $1.0$ bohr. The 1% agreement owes something to the arbitrary choice of the radius $R$, since halving or doubling $\bar r_s$ gives $-1.06$ or $-0.91$ eV; the more robust result is the size, about 1 eV, because the gap is flat. The estimate would be less reliable for a system dominated by low densities: at $r_s=5$ bohr the gap has shrunk to $-0.4072$ eV.

The sign is also understood. The RPA fit lies below VWN5 at every sampled density from $r_s=0.01$ to $100$ bohr, so electrons in that range contribute negatively to $D$. The basis has little influence on the difference: 6-31G gives $-1.010$ eV, def2-QZVPP $-1.0087$ eV and aug-cc-pVTZ $-1.0083$ eV, changes of about 0.1% or less relative to the def2-TZVP result. The last digit of $-1.009$ eV is therefore uncertain by about one unit.

The difference reflects two definitions of the functional, not a physical process in water. Total energies from the two variants must therefore not be combined. Within one variant, a closed-shell reaction conserves $N$, so the part of the shift from a constant gap cancels between reactants and products; what remains, apart from the small relaxation effect, comes from changes in the density-weighted gap. Open-shell species require the spin-polarised forms of the functionals. The numerical check tests the written-out terms, the total energies and the bounds.

## Numbers as computed

```
O-H distance: 0.96 angstrom
H-O-H angle: 104.5 degrees
electrons: 10
def2-TZVP basis functions: 43
correlation per electron (eV): r_s in bohr, RPA fit, VWN5, diff
  0.1  -3.9165  -3.3021  -0.6144
  0.5  -2.6569  -2.0970  -0.5599
  1.0  -2.1582  -1.6332  -0.5250
  2.0  -1.6997  -1.2186  -0.4811
  5.0  -1.1727  -0.7656  -0.4072
RPA variant: term, weight, full term (eV), weighted (eV)
  HF   0.20   -243.0630    -48.6126
  S    0.08   -220.8384    -17.6671
  B88  0.72   -244.4799   -176.0255
  VWN  0.19    -23.3627     -4.4389
  LYP  0.81     -9.2669     -7.5062
  E_xc: -254.2503 eV
  all other energy terms: -1826.4129 eV
  self-consistent total: -2080.6633 eV
VWN5 variant: term, weight, full term (eV), weighted (eV)
  HF   0.20   -243.0485    -48.6097
  S    0.08   -220.8258    -17.6661
  B88  0.72   -244.4667   -176.0160
  VWN  0.19    -18.0512     -3.4297
  LYP  0.81     -9.2666     -7.5060
  E_xc: -253.2274 eV
  all other energy terms: -1826.4268 eV
  self-consistent total: -2079.6542 eV
lower bound D[n_RPA]: -1.009063 eV
dE = E(RPA fit) - E(VWN5): -1.009056 eV
upper bound D[n_VWN5]: -1.009048 eV
bracket width: 1.48e-05 eV
dE in hartree: -0.037082 hartree
dE per electron: -0.1009 eV
mean eps_RPA - eps_VWN5 at n_RPA: -0.5311 eV
dE in 6-31G basis: -1.010465 eV
```
